# Low-energy levels of puckered interstitial oxygen in silicon

**Q.** An interstitial oxygen atom sits between two silicon neighbours and is pushed off the line joining them. The crystal is not round about that line. Why should the oxygen rotate freely?

**A.** It does not rotate freely without approximation, but symmetry makes the hindrance start at a high order. Let the bond axis be $z$, and let $(r,\varphi)$ be the oxygen's polar coordinates in the plane through the bond centre. Assume that the lattice keeps its average symmetry and that the fast motion along $z$ has been averaged out. The potential is then a Fourier series in $\varphi$.

The threefold axis leaves harmonics $m=0,3,6,\dots$. Inversion through the bond centre takes $\varphi$ to $\varphi+\pi$ and multiplies the harmonic $m$ by $(-1)^m$, so $m=3$ is forbidden. A mirror plane containing the axis, from which $\varphi$ is measured, removes the sine terms. The first angular term is therefore $\cos 6\varphi$. A potential smooth at the origin can contain it only from order $r^6$ upwards. I drop it now and restore it at the end.

**Q.** What remains is some function of $r$. Which one?

**A.** I choose a harmonic restoring force and a smooth central barrier:

$$V(r)=Kr^2+A\,e^{-r^2/a^2},\qquad K,A,a>0 .$$

This is a model form, not a computed energy surface. Its slope is

$$V'(r)=2r\left[K-\frac{A}{a^2}e^{-r^2/a^2}\right].$$

If $A>Ka^2$, the bracket is negative at small $r$, so the centre is a maximum. The bracket vanishes where $e^{-r_0^2/a^2}=Ka^2/A$, which gives a ring of minima:

$$r_0^2=a^2\ln\frac{A}{Ka^2},\qquad V(r_0)=K(r_0^2+a^2).$$

If $A\le Ka^2$, the minimum is at the centre and there is no puckering.

Take the round values $K=600\ \mathrm{cm^{-1}/Å^2}$, $A=90\ \mathrm{cm^{-1}}$ and $a=0.20$ Å. Then $Ka^2=24\ \mathrm{cm^{-1}}$ and $r_0=0.20\sqrt{\ln(90/24)}=0.230$ Å. The ring lies at $V(r_0)=55.7\ \mathrm{cm^{-1}}$, so the barrier is $90-55.7=34.3\ \mathrm{cm^{-1}}$.

**Q.** Now quantize it. What is the mass, and what are the quantum numbers?

**A.** I use one effective mass $m=16$ u, which assigns the motion to oxygen and holds the silicon lattice rigid. With energies in wavenumbers, let $c$ denote $\hbar^2/2m$ converted to those units, $c=1.0536\ \mathrm{cm^{-1}\,Å^2}$. The Hamiltonian is $H=-c\nabla^2+V(r)$.

Since $V$ does not depend on $\varphi$, put $\psi=R(r)e^{il\varphi}/\sqrt{2\pi}$. Single-valuedness makes $l$ an integer, and

$$-c\left(R''+\frac{R'}{r}-\frac{l^2}{r^2}R\right)+VR=ER .$$

The equation contains $l^2$, so $l$ and $-l$ have the same energy. I write $E_{nl}$ with $l\ge0$ and $n=0,1,\dots$ counting the radial levels; each level with $l>0$ is a doublet.

**Q.** With a Gaussian in $V$ that equation has no elementary solution. How do you get levels without hiding the work in a computer?

**A.** First solve the part without the barrier, then write the barrier as a matrix. Define

$$w=\sqrt{4cK},\qquad b^2=\frac{2c}{w},\qquad u=\frac{r^2}{b^2}.$$

Then $R''+R'/r=(4/b^2)(uR_{uu}+R_u)$, $4c/b^2=2w$ and $Kb^2=w/2$. For $A=0$ the radial equation becomes

$$-2w\left(uR_{uu}+R_u-\frac{l^2}{4u}R\right)+\frac w2uR=ER .$$

Insert $R=u^{l/2}e^{-u/2}F(u)$. The parenthesis becomes

$$u^{l/2}e^{-u/2}\left[uF''+(l+1-u)F'+\left(\frac u4-\frac{l+1}{2}\right)F\right].$$

The $u/4$ term cancels the harmonic potential, leaving

$$uF''+(l+1-u)F'+\left(\frac{E}{2w}-\frac{l+1}{2}\right)F=0 .$$

This is Laguerre's equation. Solutions that are normalizable and finite at the centre require the last parenthesis to be an integer $n\ge0$, so $E=w(2n+l+1)$ and $F=L_n^l(u)$. For $l=0$ finiteness is a separate condition, because a function that diverges only as $\ln r$ at the centre can still be normalized in the plane. With $r\,dr=b^2du/2$, the normalized functions are

$$R_{nl}=\frac1b\sqrt{\frac{2\,n!}{(n+l)!}}\;u^{l/2}e^{-u/2}L_n^l(u).$$

**Q.** And the barrier matrix?

**A.** Let $g=b^2/a^2$. The element of $e^{-r^2/a^2}=e^{-gu}$ is

$$G_{nn'}=\sqrt{\frac{n!\,n'!}{(n+l)!(n'+l)!}}\;I_{nn'},$$
$$I_{nn'}=\int_0^\infty u^le^{-(1+g)u}L_n^lL_{n'}^l\,du .$$

Use the generating function $\sum_n s^nL_n^l(u)=(1-s)^{-l-1}e^{-us/(1-s)}$ for each polynomial, with variables $s$ and $t$. The integral over $u$ then gives

$$\sum_{nn'}s^nt^{n'}I_{nn'}=\frac{l!}{D^{l+1}},$$
$$D=(1-s)(1-t)(1+g)+s(1-t)+t(1-s).$$

Multiplying out, $D=(1+g)-g(s+t)-(1-g)st$. With $p=g/(1+g)$ and $q=(1-g)/(1+g)$,

$$\frac{l!}{D^{l+1}}=\frac{1}{(1+g)^{l+1}}\sum_j\frac{(j+l)!}{j!}(ps+pt+qst)^j .$$

To obtain $s^nt^{n'}$, take $k$ factors $qst$, $n-k$ factors $ps$ and $n'-k$ factors $pt$. Then $j=n+n'-k$, and the multinomial coefficient is $j!/[k!(n-k)!(n'-k)!]$. Its $j!$ cancels, so

$$I_{nn'}=\frac{1}{(1+g)^{l+1}}\sum_{k=0}^{\min(n,n')}\frac{(n+n'-k+l)!\;p^{\,n+n'-2k}q^k}{k!(n-k)!(n'-k)!}.$$

The levels are the eigenvalues of

$$H_{nn'}=w(2n+l+1)\delta_{nn'}+A\,G_{nn'} .$$

For the chosen parameters $w=\sqrt{4(1.0536)(600)}=50.3\ \mathrm{cm^{-1}}$, $b=0.205$ Å and $g=1.048$. Diagonalizing with 40 radial functions for each $l$ gives, in $\mathrm{cm^{-1}}$:

| $(n,l)$ | $E_{nl}$ | $E_{nl}-E_{00}$ |
|---|---:|---:|
| (0,0) | 88.0 | 0 |
| (0,1) | 119.2 | 31.3 |
| (0,2) | 160.3 | 72.3 |
| (1,0) | 174.4 | 86.4 |
| (0,3) | 205.9 | 117.9 |
| (1,1) | 217.2 | 129.2 |

The first excitation is $31.3\ \mathrm{cm^{-1}}$, or 3.9 meV. The low-energy absorption of interstitial oxygen lies at roughly $30\ \mathrm{cm^{-1}}$. The parameters were chosen to fall in that range, so the agreement is not a prediction.

**Q.** The successive steps in $l$ are 31.3, 41.0 and $45.6\ \mathrm{cm^{-1}}$. An oscillator would have equal steps. Can you see the growth without diagonalizing?

**A.** To first order in $A$, keep the diagonal element with $n=0$. There $G_{00}=(1+g)^{-l-1}$, hence

$$E_{0l}\approx w(l+1)+\frac{A}{(1+g)^{l+1}},$$
$$E_{0,l+1}-E_{0l}\approx w-\frac{Ag}{(1+g)^{l+2}} .$$

The factor $r^l$ keeps the particle away from the centre, so the barrier raises $l=0$ most and compresses the first step most. The formula gives 27.8, 39.3 and $44.9\ \mathrm{cm^{-1}}$. Relative to the full steps, these are low by 11%, 4% and 1.5%.

The remaining error comes from mixing of radial functions. First order puts $E_{00}$ at $50.3+90/2.048=94.2\ \mathrm{cm^{-1}}$ and $E_{01}$ at $100.6+90/2.048^2=122.0\ \mathrm{cm^{-1}}$. Mixing lowers them by 6.3 and $2.8\ \mathrm{cm^{-1}}$ respectively, which widens the first step by $3.5\ \mathrm{cm^{-1}}$.

**Q.** But a puckered atom on a ring should be a rotor, with energies proportional to $l^2$. Why start from an oscillator?

**A.** The rotor is the other limit, and it needs radial motion that is narrow compared with $r_0$. Let $x=r-r_0$. The exact $l=0$ function is nonzero at the centre, so its full average of $r^{-2}$ diverges there. For narrow radial motion the weight near the centre is exponentially small, and states with $l\ne0$ vanish there, so I average only over the motion about the ring. Treating $cl^2/r^2$ as a small addition in that region gives

$$E_{0l}-E_{00}\approx cl^2\langle r^{-2}\rangle,$$
$$\langle r^{-2}\rangle\approx\frac1{r_0^2}\left(1-\frac{2\langle x\rangle}{r_0}+\frac{3\langle x^2\rangle}{r_0^2}\right).$$

Differentiating $V'$ and using the ring condition,

$$V''(r_0)=\frac{4Kr_0^2}{a^2},\qquad V'''(r_0)=\frac{4Kr_0}{a^2}\left(3-\frac{2r_0^2}{a^2}\right).$$

For harmonic radial motion, a Gaussian density of variance $\langle x^2\rangle$ solves $-c\chi''+\tfrac12V''x^2\chi=\varepsilon\chi$ if $c/(4\langle x^2\rangle^2)=V''/2$. Thus $\langle x^2\rangle=\sqrt{c/2V''}$. The mean force vanishes in a stationary state, so to leading order $V''\langle x\rangle+\tfrac12V'''\langle x^2\rangle=0$. Eliminating $\langle x\rangle$,

$$E_{0l}-E_{00}\approx\frac{cl^2}{r_0^2}\left[1+\left(6-\frac{2r_0^2}{a^2}\right)\frac{\langle x^2\rangle}{r_0^2}\right].$$

The correction varies as $m^{-1/2}$. Centrifugal stretching, the small $-c/4r^2$ term of the reduced radial equation, and the higher terms of the radial average (higher powers of $x$ and higher anharmonicity) enter at relative order $m^{-1}$ and are omitted.

Here $V''=3.17\times10^3\ \mathrm{cm^{-1}/Å^2}$ and $\langle x^2\rangle=0.0129\ \mathrm{Å^2}$. The correction is $3.36\times0.0129/0.0529=0.82$, so the expansion is useless for oxygen. The bare rotor steps would be 19.9, 59.8 and $99.6\ \mathrm{cm^{-1}}$, far from the computed ones.

A particle 400 times heavier in the same potential does become a rotor. Its correction is $0.82/\sqrt{400}=4.1\%$; diagonalization with 90 radial functions gives a first step 4.5% above the bare rotor value. The remaining 0.4% falls roughly as $m^{-1}$. It comes from the higher terms of the radial average, since stretching and the $-c/4r^2$ term together give only about $-0.03\%$. At this mass the second step is 2.99 times the first.

**Q.** Could a different barrier make the second step ten times the first?

**A.** No, for any central potential with bound levels. Take the lowest normalized radial function for $l=1$. Let $S$ be its energy without the centrifugal term and $Q=c\langle r^{-2}\rangle$, so $E_{01}=S+Q$. Used as a trial function for $l=0$ and $l=2$, it gives $E_{00}\le S$ and $E_{02}\le S+4Q$. Therefore

$$3E_{00}+E_{02}\le4S+4Q=4E_{01},$$
$$E_{02}-E_{01}\le3(E_{01}-E_{00}).$$

The rotor reaches the factor 3, and the harmonic oscillator has the factor 1. The example has $41.0/31.3=1.31$, much nearer the oscillator.

**Q.** Then is the oxygen puckered at all? Your ground level is almost at the barrier top.

**A.** It is at $88.0\ \mathrm{cm^{-1}}$, which is $2.0\ \mathrm{cm^{-1}}$ below the top. The classical minimum is puckered, but the ground state has almost no hole at the centre. Near $r=0$ the $l=0$ equation reads $R''+R'/r=(A-E)R/c$. Trying $R=R(0)(1+\alpha r^2)$ gives $4\alpha=(A-E)/c$, so

$$|R|^2\approx|R(0)|^2\left[1+\frac{A-E_{00}}{2c}r^2\right].$$

The density has a central dip if $E_{00}<A$. With $A-E_{00}=2.0\ \mathrm{cm^{-1}}$ the dip is faint: the computed density per unit area peaks at $r=0.05$ Å, and its central value is 99.9% of the peak. The maximum of the density per unit area is not at the classical ring, 0.23 Å. The radial probability $r|R|^2$ does peak near it, at 0.22 Å, but the factor $r$ gives an off-centre peak even without a barrier, at 0.14 Å.

The root-mean-square radius is 0.256 Å, but a nonzero radius does not establish puckering. The oscillator without a barrier has $\langle r^2\rangle=b^2$, a root-mean-square radius of 0.205 Å. In this example "puckered" describes the potential much better than it describes a ring-shaped ground state.

**Q.** Which of these levels would appear in absorption?

**A.** Assume an in-plane dipole proportional to the displacement. Since $x=r(e^{i\varphi}+e^{-i\varphi})/2$ (now $x$ is the Cartesian coordinate), the selection rule is $\Delta l=\pm1$. Let $\rho$ be the radial matrix element of $r$. Each allowed pair of states contributes $|\langle f|x|i\rangle|^2=\rho^2/4$, and each line considered here contains two such pairs. Its integrated strength is therefore proportional to

$$(E_f-E_i)\,\rho^2\,(p_i-p_f),$$

where $p$ is the Boltzmann population of one state, not of a doublet.

The total strength from the ground state is fixed. From $[H,x]=-2c\,\partial_x$ follows $[x,[H,x]]=2c$. Half its expectation value is $\sum_f(E_f-E_{00})|\langle f|x|0\rangle|^2=c$. The two signs of $l$ turn this into

$$\sum_n(E_{n1}-E_{00})\rho_n^2=2c .$$

The first line carries 97% of this sum. Strengths relative to that line at 5 K are:

| line | $\mathrm{cm^{-1}}$ | 5 K | 40 K |
|---|---:|---:|---:|
| $(0,0)\to(0,1)$ | 31.3 | 1 | 0.35 |
| $(0,1)\to(0,2)$ | 41.0 | $3\times10^{-4}$ | 0.27 |
| $(0,2)\to(0,3)$ | 45.6 | $3\times10^{-9}$ | 0.10 |
| $(0,1)\to(1,0)$ | 55.2 | $1\times10^{-4}$ | 0.15 |

At 5 K one line dominates. Warming populates the doublets and brings in lines at higher wavenumber, while the first line weakens. The table is not complete: at 40 K weaker lines such as $(1,0)\to(1,1)$ at 42.8 and $(0,2)\to(1,1)$ at $57.0\ \mathrm{cm^{-1}}$ have strengths near 0.04. These are strengths, not peak heights; linewidths are outside the model.

**Q.** Would replacing the oxygen by a heavier isotope tell an oscillator from a rotor?

**A.** Not by itself, but it shows how the line depends on mass. At fixed potential the kinetic operator $T$ is proportional to $1/m$, so $\partial H/\partial\ln m=-T$. In a normalized eigenstate the change of the wavefunction does not contribute at first order, and

$$\frac{dE}{d\ln m}=-\langle T\rangle .$$

The kinetic energies are 17.3 and $41.9\ \mathrm{cm^{-1}}$ for $l=0$ and $l=1$. The first transition thus has the local exponent

$$\frac{d\ln(E_{01}-E_{00})}{d\ln m}=-\frac{41.9-17.3}{31.3}\approx-0.79 .$$

A harmonic oscillator has $-1/2$ and a rigid rotor $-1$. The exponent alone does not decide between them: a pure $r^k$ well, which has no ring, has $-k/(k+2)$, that is $-2/3$ for $r^4$ and $-4/5$ for $r^8$. Nor is the exponent confined between the two values: in the present potential a mass of 256 u gives about $-1.2$. Here the exponent lies slightly nearer the rotor value, although the ratio of the first two steps lies nearer the oscillator value. Repeating the diagonalization with $m=18$ u moves the line from 31.3 to $28.5\ \mathrm{cm^{-1}}$, a shift of $-2.8\ \mathrm{cm^{-1}}$. The measured shift in silicon is smaller, roughly $-2\ \mathrm{cm^{-1}}$, so this rigid-lattice model with these parameters overestimates it. If silicon shares the motion so that $m$ changes less than in proportion to the oxygen mass, the shift is smaller.

**Q.** You still owe me the angular term you dropped.

**A.** Add a bounded corrugation with the required $r^6$ start,

$$W=h f(r)\cos6\varphi,\qquad f(r)=\left(\frac ra\right)^6e^{-r^2/a^2}.$$

The angular matrix element of $\cos6\varphi$ is $1/2$ when $l$ changes by $\pm6$ and zero otherwise. Within a doublet the change is $2l$, so first-order splitting requires $l=3$. For that pair the matrix of $W$ has zero diagonal and off-diagonal elements $h\langle f\rangle/2$. Its eigenvalues are $\pm h\langle f\rangle/2$, giving the splitting

$$\Delta_3=h\langle f\rangle_{n=0,\,l=3}.$$

For a chosen $h=2\ \mathrm{cm^{-1}}$, integration over the radial function gives $\Delta_3=1.8\ \mathrm{cm^{-1}}$. The line near $45.6\ \mathrm{cm^{-1}}$ then becomes a pair.

The doublets $l=\pm1$ and $l=\pm2$ survive beyond first order. Sixfold rotation still distinguishes $l$ modulo 6, and complex conjugation, which leaves the real Hamiltonian unchanged, exchanges the two members. For $l=\pm3$ the two labels coincide, so that protection is absent. Diagonalizing the full two-dimensional problem on a Cartesian grid shows that this $W$ shifts the lowest levels with $l=0,1,2$ by at most about $0.01\ \mathrm{cm^{-1}}$.

**Q.** So continuous rotation is justified for silicon?

**A.** It is justified in this model for the lowest levels at this value of $h$. The symmetry argument supplies the sixfold form and its weakness near the axis, but not the value of $h$. The corrugation couples states whose $l$ differs by 6. When its matrix element between two such states is no longer small compared with their energy difference, they mix strongly, and the angular motion must be solved together with the radial motion. The pair $l=\pm3$, with no energy difference, mixes at any nonzero $h$. A strain that breaks the threefold symmetry also permits lower harmonics; a $\cos2\varphi$ term, for example, splits $l=\pm1$ in first order. Coupling to the axial stretch and to lattice vibrations would require further coordinates.
